\section*{Averaged Green functions measure coherence length, not localisation length}

\section{What goes wrong}

Suppose the Green function of a random alloy is averaged over configurations and falls off within a few lattice spacings. If that distance is read as the size of the electron states, a conductor can be mistaken for an insulator. A counter-example shows that the inference fails: the averaged Green function decays although every state has the same amplitude everywhere.

\section{A channel with no localisation and a decaying average}

Take $\hbar=1$ and let an electron move in one direction only, with speed $v>0$, through a real random potential:
\begin{equation}
H=-iv\frac{d}{dx}+V(x).
\end{equation}
The equation $H\psi=E\psi$ gives $\psi'=i(E-V)\psi/v$. Its solution is a constant times a phase factor, so $|\psi|$ is uniform and every state is extended.

The retarded Green function for a source at $x=0$ obeys
\begin{equation}
\left(E+i0-V+iv\frac{d}{dx}\right)G(x)=\delta(x).
\end{equation}
The $+i0$ makes the wave decay towards $x\to+\infty$ and grow towards $x\to-\infty$, so $G=0$ for $x<0$. Integrating across the source gives $iv\,G(0^+)=1$, hence $G(0^+)=-i/v$. For $x>0$,
\begin{equation}
G(x)=-\frac{i}{v}\exp\left[\frac{i}{v}\int_0^x(E-V)\,dx'\right],\qquad |G(x)|=\frac1v .
\end{equation}

Let $V$ be constant in each cell of length $a$, drawn independently and uniformly from $[-W/2,W/2]$. One cell contributes the average
\begin{equation}
\frac1W\int_{-W/2}^{W/2}e^{-iVa/v}\,dV=\frac{\sin q}{q},\qquad q=\frac{Wa}{2v}.
\end{equation}
The cells are independent, so their averages multiply. For $q<\pi$, after $n$ cells,
\begin{equation}
|\langle G(na)\rangle|=\frac1v e^{-\kappa na},\qquad
\kappa=-\frac1a\ln\frac{\sin q}{q}\simeq\frac{q^2}{6a}=\frac{\sigma^2a}{2v^2},
\end{equation}
where $\sigma^2=W^2/12$ is the variance of $V$. The last form uses $\sin q/q\simeq1-q^2/6$.

Energies are now measured in a hopping energy $t$ and lengths in $a$. With $W=1\,t$ and $v=1.9365\,ta$, $q=1/(2\times1.9365)=0.258$ and $\kappa=0.01114/a$. The average therefore decays over $89.8\,a$. Numerical integration of the wave equation for $100\,000$ configurations gave $0.01109/a$, while $|G|$ changed by at most $3.5\times10^{-6}$ of its value over $100\,a$. The decay comes entirely from averaging waves whose phases disagree.

\section{The correct statement}

Consider a simple cubic lattice in $d$ dimensions (a chain for $d=1$) with nearest-neighbour hopping $t>0$ and independent, identically distributed site energies $\varepsilon$. Set $a=1$ in the formulae. At large distance $n$ along an axis, define
\begin{equation}
|\langle G(0,n)\rangle|\sim e^{-\kappa n},\qquad
\exp\langle\ln|G(0,n)|\rangle\sim e^{-\gamma n},
\end{equation}
up to powers of $n$. The coherent intensity $|\langle G\rangle|^2$ falls as $e^{-n/\ell}$, which defines the mean free path $\ell=1/(2\kappa)$. At energies where states exist, the localisation length is $1/\gamma$ when $\gamma>0$.

\emph{Statement.} In the single-site coherent potential approximation (CPA), $\kappa>0$ at every energy with a nonzero CPA density of states, as soon as the site energies differ. This holds in any dimension and makes no reference to localisation. A finite $1/\kappa$ therefore gives no evidence of localised states.

The statement concerns the averaged one-particle Green function. It does not cover theories that add further two-particle processes to a CPA medium.

\section{Proof}

\subsection{The CPA medium always damps}

The CPA replaces each site energy by a complex $\Sigma(E)$ and requires that a real site embedded in this medium scatter nothing on average:
\begin{equation}
\left\langle\frac{\varepsilon-\Sigma}{1-(\varepsilon-\Sigma)G}\right\rangle=0,\qquad G=g_0(E-\Sigma).
\label{cpa}
\end{equation}
Here $G$ is the local averaged Green function and $g_0$ that of the clean lattice. The lattice enters through $g_0$, the disorder through the distribution at one site, and nothing else enters.

Write $X=\varepsilon-\Sigma$. Since $1/(1-XG)=1+XG/(1-XG)$, condition (\ref{cpa}) gives $\langle1/(1-XG)\rangle=1$. Multiplying by $G$,
\begin{equation}
G=\left\langle\frac{1}{y-\varepsilon}\right\rangle,\qquad y=\frac1G+\Sigma .
\end{equation}
Take the imaginary part, using $\mathrm{Im}\,(y-\varepsilon)^{-1}=-\mathrm{Im}\,y/|y-\varepsilon|^2$:
\begin{equation}
-\mathrm{Im}\,G=\mathrm{Im}\,y\left\langle\frac1{|y-\varepsilon|^2}\right\rangle .
\end{equation}
A nonzero density of states means $-\mathrm{Im}\,G>0$, so $\mathrm{Im}\,y>0$. The mean square of a varying quantity exceeds the squared modulus of its mean, so
\begin{equation}
-\mathrm{Im}\,G>\mathrm{Im}\,y\,|G|^2 .
\end{equation}
Divide by $|G|^2$ and use $\mathrm{Im}(1/G)=-\mathrm{Im}\,G/|G|^2$:
\begin{equation}
\mathrm{Im}\frac1G>\mathrm{Im}\frac1G+\mathrm{Im}\,\Sigma
\quad\Longrightarrow\quad s\equiv-\mathrm{Im}\,\Sigma>0 .
\end{equation}

\subsection{Damping makes the average decay}

On a $d$-dimensional simple cubic lattice the band is $\epsilon_{\mathbf k}=2t\sum_j\cos k_j$, and
\begin{equation}
\langle G(0,n)\rangle=\int\frac{d^dk}{(2\pi)^d}\,\frac{e^{ik_1n}}{E-\Sigma-\epsilon_{\mathbf k}},\qquad n>0 .
\end{equation}
Shift $k_1$ to $k_1+i\beta$ with $\beta>0$. The numerator gains $e^{-\beta n}$, and
\begin{equation}
2t\cos(k_1+i\beta)=2t\cos k_1\cosh\beta-2it\sin k_1\sinh\beta .
\end{equation}
The imaginary part of the denominator is $s+2t\sin k_1\sinh\beta\ge s-2t\sinh\beta$. While this is positive no pole is crossed, and the sides of the shifted contour cancel by periodicity. Hence
\begin{equation}
|\langle G(0,n)\rangle|\le\frac{e^{-\beta n}}{s-2t\sinh\beta}
\quad\Longrightarrow\quad
\kappa\ge\mathrm{arsinh}\frac{s}{2t}>0 .
\label{bound}
\end{equation}
This proves the statement.

\subsection{Where the lost intensity goes}

In one configuration, with energy $E+i\eta$, $G^{-1}-(G^\dagger)^{-1}=2i\eta$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives $G^\dagger-G=2i\eta\,G^\dagger G$. Its diagonal element is
\begin{equation}
-\mathrm{Im}\,G(0,0)=\eta\sum_n|G(n,0)|^2 .
\end{equation}
After averaging, the left side tends to $\pi$ times the density of states as $\eta\to0$. If $\langle G\rangle$ decays exponentially, $\sum_n|\langle G\rangle|^2$ stays finite, and $\eta$ times it vanishes. The averaged wave then carries a vanishing share of the total, whether the states are localised or extended. The distinction lies in how the remaining intensity is spread, which $\langle G\rangle$ does not record.

\section{A chain in which both lengths are finite}

In one dimension $E=2t\cos k$. For $0<k<\pi$ the group velocity is $-2t\sin k$, so the wave leaving to the right is $e^{-ikn}$, with speed $v=2t\sin k$. The clean local Green function is $g_0=-i/v$.

\subsection{Decay of the average}

For weak disorder of zero mean, expand (\ref{cpa}) to second order: $-\Sigma+\sigma^2g_0=0$, so $\Sigma=-i\sigma^2/v$. In the medium $2t\cos k'=E-\Sigma$. Putting $k'=k+\delta$ gives $-v\delta=-\Sigma$, so $\delta=\Sigma/v$. The outgoing wave acquires the factor
\begin{equation}
e^{-i\delta n}=e^{-\sigma^2n/v^2}
\quad\Longrightarrow\quad \kappa=\frac{\sigma^2}{v^2}.
\end{equation}

This is the CPA rate. At the band centre the exact rate differs from it at the same order in $\sigma^2$, so the comparisons below exclude that energy.

\subsection{Decay of the typical amplitude}

One site of energy $\varepsilon$ in a clean chain transmits with amplitude $\tau=1/(1-\varepsilon g_0)=1/(1+i\varepsilon/v)$ and reflects with $b=\tau-1$. Let a wire of $n$ disordered sites between clean leads have transmission amplitude $A_n$, with the clean phase removed. Let $r_n$ be its reflection amplitude seen from the new site. Summing the repeated reflections between wire and site gives
\begin{equation}
A_{n+1}=\frac{A_n\tau}{1-r_nb},\qquad
r_{n+1}=e^{-2ik}\left[b+\frac{\tau^2r_n}{1-r_nb}\right].
\end{equation}
Here $|A_n|=v|G(1,n)|$: a source in the lead sends amplitude $1/v$ to the wire, and moving it to the first site changes only a phase. Take the logarithm:
\begin{equation}
\ln|A_{n+1}|=\ln|A_n|+\ln|\tau|+\mathrm{Re}\left(r_nb+\tfrac12r_n^2b^2+\dots\right).
\end{equation}
The new $\varepsilon$ is independent of $r_n$. From $b=-i\varepsilon/v-\varepsilon^2/v^2+\dots$, both $\langle b\rangle$ and $\langle b^2\rangle$ equal $-\sigma^2/v^2$ to second order. The last bracket therefore averages to $-(\sigma^2/v^2)\,\mathrm{Re}(\langle r_n\rangle+\frac12\langle r_n^2\rangle)$.

These two means are themselves small. Terms linear in $\varepsilon$ average to zero, so $\langle r_{n+1}\rangle=e^{-2ik}\langle r_n\rangle+O(\sigma^2/v^2)$. Averaged along a long wire, this makes $(1-e^{-2ik})$ times the mean of $r$ of order $\sigma^2/v^2$. The same holds for $r^2$ with $e^{-4ik}$. Away from the band edges and the band centre, where one of these factors equals 1, the bracket adds only fourth-order terms. What remains is
\begin{equation}
\gamma=-\langle\ln|\tau|\rangle=\tfrac12\left\langle\ln\left(1+\frac{\varepsilon^2}{v^2}\right)\right\rangle\simeq\frac{\sigma^2}{2v^2}=\frac{\kappa}{2}.
\end{equation}
The localisation length is thus $1/\gamma=2/\kappa=4\ell$ at leading order.

\subsection{Two equal causes}

Phase disagreement is not the whole cause of the decay here, because the chain also reflects. To leading order, site $j$ shifts the forward phase by $-\varepsilon_j/v$. Undo this by multiplying each $A_n$ by $\exp(i\sum_j\varepsilon_j/v)$ before averaging. The factor from one site becomes
\begin{equation}
\left\langle\left(1-\frac{i\varepsilon}{v}-\frac{\varepsilon^2}{v^2}\right)\left(1+\frac{i\varepsilon}{v}-\frac{\varepsilon^2}{2v^2}\right)\right\rangle
=1-\frac{\sigma^2}{2v^2},
\end{equation}
since the $\varepsilon^2/v^2$ terms have coefficients $-1+1-\frac12$. Away from the band edges and the band centre, terms containing $r_n$ rotate from site to site and cancel at this order. The rate drops to half of $\kappa$: forward phase noise supplies one half, backscattering the other. The one-way channel has only the first half, $\sigma^2/2v^2$.

\subsection{Numbers}

Take $W=1\,t$ and $E=0.5\,t$. Then $v=1.9365\,ta$, $\sigma^2=0.08333\,t^2$, and $\kappa\simeq0.08333/1.9365^2=0.02222/a$. The full CPA equation gives $0.02231/a$, and $100\,000$ sampled wires give $0.0227/a$. The typical amplitude decays at $\gamma=0.0112/a$, against $0.0111/a$ from the formula. With the forward phase removed, the average also decays at $0.0112/a$.

The sampled decay length of $\langle G\rangle$ is thus $44\,a$, the mean free path $22\,a$, and the localisation length $89\,a$. The one-way channel, whose states are all extended, has an averaged decay length of almost the same $90\,a$. At $n=100$ the mean transmission is $0.234$, of which the coherent part $|\langle A_n\rangle|^2$ is $0.0107$, under 5\%.

\section{Equal numbers need not mean equal things}

The factor of two was derived for weak disorder with finite variance, away from the band edges and the band centre. Let $\varepsilon$ instead have the Cauchy density $(\Gamma/\pi)/(\varepsilon^2+\Gamma^2)$. For a wire between leads, $G(1,n)=t^{n-1}/\Delta$, where $\Delta$ is the determinant of $E-H$ including the leads. $\Delta$ is linear in each $\varepsilon_j$. It has no zero for $\mathrm{Im}\,\varepsilon_j\le0$, because such a site energy only adds absorption.

Both $G$ and $\ln G$ are therefore analytic in the lower half-plane, and $\ln G$ grows only logarithmically. Closing the contour there picks up the pole of the density at $-i\Gamma$, so averaging replaces each $\varepsilon_j$ by $-i\Gamma$ in either function. Taking the real part for the logarithm,
\begin{equation}
\langle\ln|G(1,n)|\rangle=\ln|\langle G(1,n)\rangle| .
\end{equation}
Here $\kappa=\gamma$. For $\Gamma=0.05\,t$ and $n=60$, with $G$ in units of $1/t$, sampling gives $-2.202$ on the left and $-2.210$ on the right. A uniformly absorbing wire gives $-2.210$.

The same replacement applies to $G$ on an infinite lattice of any dimension: the exact average is the clean Green function at $E+i\Gamma$. The CPA reproduces it, since $\Sigma=-i\Gamma$ makes the numerator of (\ref{cpa}) vanish at the point where the average is evaluated. For this disorder the insensitivity to localisation is thus a property of the average itself, not an error of the single-site approximation.

\section{A cubic lattice on both sides of localisation}

At $E=0$ with symmetric disorder, $\Sigma=-is$. For fixed transverse momenta the axial wave obeys $2t\cos k_1=is-2t(\cos k_2+\cos k_3)$. The transverse energy is stationary and zero at $(k_2,k_3)=(0,\pi)$ and $(\pi,0)$. There $2t\cos k_1=is$, which $k_1=-\pi/2+i\kappa$ solves if $2t\sinh\kappa=s$. The stationary-phase contribution behaves as $e^{-\kappa n}/n$, so the bound (\ref{bound}) is attained:
\begin{equation}
\kappa=\mathrm{arsinh}\frac{s}{2t}.
\end{equation}
For $W=6\,t$ the CPA gives $s=1.132\,t$ and $\kappa=\mathrm{arsinh}(0.566)=0.539/a$. A direct sum over the Brillouin zone gives the same rate to the digits shown.

The nature of the states was examined separately by diagonalising periodic cubes. The participation number $P=1/\sum_i|\psi_i|^4$ estimates how many sites a state occupies. The spacing ratio divides the smaller of two neighbouring level gaps by the larger. Both are means over the central fifth of the spectrum.

\begin{center}
\begin{tabular}{lcc}
 & $W=6\,t$ & $W=30\,t$\\
CPA decay length $1/\kappa$ & $1.85\,a$ & $0.45\,a$\\
$P$, $6^3$ sites & 62.5 & 4.5\\
$P$, $10^3$ sites & 258 & 5.2\\
Spacing ratio, $10^3$ sites & 0.537 & 0.429
\end{tabular}
\end{center}

The volume grows by a factor of 4.63 between the cubes. At $W=6\,t$, $P$ grows by 4.13, nearly as much as the volume, as expected for states that spread through the sample; at $W=30\,t$ it grows by 1.16. The spacing ratio is about 0.53 for levels of large real symmetric random matrices and 0.39 for uncorrelated ones. The tabulated ratios are means over six cubes and are uncertain by about 0.01. The weakly disordered value matches the first; the strongly disordered one lies nearer the second without reaching it. This is finite-size evidence for extended and localised states, not a proof.

The CPA density of states at the band centre agrees with diagonalisation within about the sampling error of six cubes, roughly 0.5\% at $W=6\,t$ and 2\% at $W=30\,t$, so the approximation describes the averaged spectrum well there. Its decay length nevertheless shrinks smoothly: $1.65\,a$, $0.78\,a$, $0.58\,a$ and $0.50\,a$ at $W=6.5$, $12.5$, $18.5$ and $24.5\,t$. A polynomial through 28 values of $\kappa(W)$ between $6\,t$ and $30\,t$ reproduces 24 other values within $4\times10^{-12}/a$. For a curve with a threshold, $0.05\,(W/t-18)^{3/2}/a$ above $18\,t$ and zero below, the same procedure errs by $2\times10^{-3}/a$. The CPA rate shows no such threshold.

The extended cubic states thus have a CPA decay length of $1.85\,a$ along an axis (along the body diagonal, shifting all three $k_j$ together gives $\kappa=\sqrt3\,\mathrm{arsinh}(s/6t)=0.325/a$, a length of $3.1\,a$), and the localised chain a sampled one of $44\,a$. Ranking the two systems by this length would reverse their character.

\section{Use for real alloys}

Bulk metallic random alloys conduct at low temperature although disorder damps their averaged Green function. With a spacing of roughly $0.3$~nm, the cubic case $W=6\,t$ has $\ell=1.85\,a/2$, about $0.3$~nm, along an axis and about $0.5$~nm along the body diagonal, which is very strong scattering for a metal. Real alloys also have several orbitals per atom, short-range order and lattice vibrations. These change $\kappa$ by amounts not estimated here.

In such a material the CPA decay length estimates the decay of the configuration-averaged wave, twice the elastic mean free path in the direction considered. It is not the phase-coherence length set by inelastic scattering. To ask about localisation, one can form $\ln|G|$, $|G|^2$ or an eigenstate measure such as $P$ within each configuration, and average afterwards. Of these, only $\langle\ln|G|\rangle$ gives $\gamma$ directly. The average of $|G|^2$ is dominated by rare, well-transmitting samples: in the chain above the mean transmission falls from $0.234$ at $n=100$ to $0.084$ at $n=200$, a rate of $0.010/a$ against $2\gamma=0.022/a$. The result must then be followed as the distance or the sample grows, because localised states also spread through a sample smaller than their localisation length. The program prints the computed values.

\section*{Table of computed values}
\begin{verbatim}
CHAIN: W = 1.0 t, E = 0.5 t, v = 1.9365 t a, samples = 100000
variance of site energy = 0.08333 t^2
CPA Sigma = 0.00025 -0.04321 i t
kappa, sampled <G>        = 0.02266 1/a
kappa, CPA                = 0.02231 1/a
kappa, weak disorder      = 0.02222 1/a
gamma, sampled <ln|G|>    = 0.01121 1/a
gamma, weak disorder      = 0.01111 1/a
kappa/gamma, sampled      = 2.021
rate, forward phase removed = 0.01121 1/a
decay length of <G>       = 44.1 a
mean free path 1/(2 kappa) = 22.1 a
localisation length       = 89.2 a
n = 100: mean transmission = 0.2342, coherent part = 0.01070
n = 200: mean transmission = 0.0844, coherent part = 0.00012
ONE-WAY CHANNEL: kappa sampled = 0.01109 1/a
kappa formula = 0.01114 1/a
decay length of <G> = 89.8 a
largest change of |G| over 100 a, relative = 3.5e-06
CAUCHY CHAIN: Gamma = 0.05 t, n = 60
ln|<G>| = -2.2100, <ln|G|> = -2.2023, absorbing wire = -2.2097 (G in 1/t)
CUBIC LATTICE, E = 0
W = 6 t: s = 1.1318 t, kappa = 0.5394 1/a, zone sum = 0.5394 1/a
  decay length of <G> = 1.854 a
  participation: 6^3 cube 62.5, 10^3 cube 258.0 sites, ratio 4.13
  spacing ratio, 10^3 cube = 0.537
  DOS per site: CPA 0.11103, diagonalised 0.11032 1/t
W = 30 t: s = 9.2017 t, kappa = 2.2310 1/a, zone sum = 2.2310 1/a
  decay length of <G> = 0.448 a
  participation: 6^3 cube 4.5, 10^3 cube 5.2 sites, ratio 1.16
  spacing ratio, 10^3 cube = 0.429
  DOS per site: CPA 0.03249, diagonalised 0.03264 1/t
volume ratio of cubes = 4.63
spacing ratio: random-matrix estimate 0.536, uncorrelated 0.386
CPA scan: W = 6.5 t, decay length = 1.646 a
CPA scan: W = 12.5 t, decay length = 0.779 a
CPA scan: W = 18.5 t, decay length = 0.583 a
CPA scan: W = 24.5 t, decay length = 0.496 a
CPA scan: W = 29.5 t, decay length = 0.452 a
interpolation error, CPA rate = 3.5e-12 1/a
interpolation error, threshold control = 2.3e-03 1/a
\end{verbatim}
